# Spin ground state of two coupled dangling bonds: a Hartree-Fock trap

## Problem

Implantation damage in silicon has left two equivalent dangling bonds close together. Each contributes one orbital and one electron. Take the orbitals to be orthogonal and describe the pair by

\[
H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,\; U>0 .
\]

Here \(t\) is the hopping amplitude and \(U\) the cost of putting both electrons on one site. The zero of energy is two separated neutral bonds. With \(t=0.03\) eV and \(U=0.50\) eV, is the ground state a singlet or a triplet, and how large is the splitting?

## A tempting solution

Form the bonding orbital \(g=(\phi_1+\phi_2)/\sqrt2\), whose one-electron energy is \(-t\), and put both electrons in it. This is the restricted Hartree-Fock (RHF) singlet. Each electron is on a given site with probability 1/2, independently of the other, so both are on site 1 with probability 1/4, and likewise for site 2. Hence

\[
E_{\rm RHF}=-2t+\tfrac12U .
\]

For the triplet, put two spin-up electrons on the two sites. The Pauli principle forbids double occupation, so there is no repulsion, and it blocks both hops. Thus \(E_T=0\), and

\[
E_{\rm RHF}-E_T=\tfrac12U-2t .
\]

This is positive when \(U>4t\). Here \(4t=0.12\) eV, well below \(U\), and the difference is \(0.25-0.06=0.19\) eV. The conclusion would be that the pair has a triplet ground state, 190 meV below the singlet.

Both energies are correctly evaluated. The conclusion is wrong.

## Where the fault lies

One might first suspect a poor choice of orbital. Let both electrons occupy the general orbital \((\cos\theta,\,e^{i\alpha}\sin\theta)\), and write \(s=\sin2\theta\). Each electron has hopping energy \(-2t\cos\theta\sin\theta\cos\alpha=-ts\cos\alpha\). The probability of double occupation is

\[
\cos^4\theta+\sin^4\theta=1-2\cos^2\theta\sin^2\theta=1-\tfrac12s^2,
\]

so that

\[
E(\theta,\alpha)=-2ts\cos\alpha+U\left(1-\tfrac12s^2\right).
\]

For a given \(|s|\), the best phase makes \(s\cos\alpha=|s|\). Both terms then fall as \(|s|\) grows, so the minimum is at \(|s|=1\), which is the bonding orbital. No other closed-shell determinant does better.

The fault is in the form of the state. Expanding the determinant gives

\[
g^\dagger_\uparrow g^\dagger_\downarrow|0\rangle=\tfrac12\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle .
\]

The first two terms are ionic, with both electrons on one site. Their total weight is 1/2 whatever the value of \(U\), and this costs \(U/2\). The triplet has no ionic part and its energy is exact within the model. The comparison therefore sets an upper bound on the singlet energy against an exact triplet energy. An upper bound lying above \(E_T\) does not show that the singlet itself lies there.

## The right solution

Two electrons in two orbitals have six states. Hopping acts on a pair of creation operators by moving each electron in turn to the other site, with a factor \(-t\). Define the covalent and ionic singlets

\[
|C\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle,\qquad
|I_\pm\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}\pm c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle .
\]

Each of the two terms in \(|C\rangle\) is carried by hopping into

\[
-t\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle .
\]

They add, and hopping turns \(|C\rangle\) into \(-2t|I_+\rangle\). With a minus sign between the two covalent terms, the state is the \(M=0\) triplet and the contributions cancel. This agrees with the blocked hops of the \(M=\pm1\) triplets. The same cancellation leaves \(|I_-\rangle\) uncoupled at energy \(U\).

In the basis \((|C\rangle,|I_+\rangle)\),

\[
H_S=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)-4t^2=0 .
\]

The lower root is

\[
E_S=\tfrac12\left(U-R\right),\qquad R=\sqrt{U^2+16t^2}.
\]

Since \(R>U\), \(E_S\) is negative for every finite \(U\). The singlet is the ground state, with splitting

\[
\boxed{J=E_T-E_S=\tfrac12\left(\sqrt{U^2+16t^2}-U\right)>0}
\]

RHF thus gives the wrong order when \(U>4t\). At \(U=4t\), where RHF finds a degeneracy, the exact singlet is still \(0.828t\) below the triplet.

As \(U\to0\), \(J\to2t\) and RHF becomes exact. For \(U\gg t\), expanding the root gives \(R\simeq U+8t^2/U\), hence \(J\simeq4t^2/U\). This is superexchange: two electrons in a singlet can make a virtual hop onto the same site and lower their energy, whereas in a triplet the hops are blocked or cancel.

For the example, \(U^2+16t^2=0.2500+0.0144=0.2644\) eV², so \(R=0.5142\) eV and

\[
J=\tfrac12(0.5142-0.5000)\ \text{eV}=7.1\ \text{meV}.
\]

The large-\(U\) formula gives 7.2 meV. The RHF singlet energy is too high by \(190+7=197\) meV.

The ionic weight shows why. In \(H_S\), \(U\) multiplies the ionic projector, so the weight is the derivative of the energy:

\[
w_{\rm ion}=\frac{\partial E_S}{\partial U}=\frac12\left(1-\frac UR\right)=0.014,
\]

against 0.5 in RHF.

## Two ways to repair Hartree-Fock

**A second determinant.** Let \(u=(\phi_1-\phi_2)/\sqrt2\) be the antibonding orbital. The two closed-shell determinants are

\[
|g^2\rangle=\frac{|I_+\rangle+|C\rangle}{\sqrt2},\qquad |u^2\rangle=\frac{|I_+\rangle-|C\rangle}{\sqrt2}.
\]

Using the elements of \(H_S\), the diagonal energies are \(\frac12(U\mp4t)\). The coupling is \(\frac12(U+2t-2t)=U/2\). Therefore

\[
H_S=\begin{pmatrix}U/2-2t&U/2\\U/2&U/2+2t\end{pmatrix},\qquad
E=\frac U2\pm\sqrt{4t^2+\frac{U^2}{4}} .
\]

The lower energy is \(E_S\) again. Differentiating it with respect to \(t\) gives \(-2(w_g-w_u)=-8t/R\). With \(w_g+w_u=1\), the antibonding pair has weight \(w_u=\frac12(1-4t/R)=0.38\). It enters with the opposite sign to \(|g^2\rangle\) and cancels most of the ionic part. With so large a weight, it cannot be treated as a small correction to RHF.

**Different orbitals for different spins.** In unrestricted Hartree-Fock (UHF), give spin up the orbital \((\cos\theta,\sin\theta)\) and spin down \((\sin\theta,\cos\theta)\). Double occupation now has probability \(2\cos^2\theta\sin^2\theta=s^2/2\), so

\[
E=-2ts+\tfrac12Us^2 .
\]

Setting the derivative to zero gives \(s=2t/U\), which is allowed when \(U\ge2t\). Then

\[
E_{\rm UHF}=-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U}=-3.6\ \text{meV}.
\]

For \(U<2t\) the minimum stays at \(s=1\), the RHF state. A numerical minimization with independent real orbitals for the two spins gave the same energies at \(U/t=1,2,4,6,10\) and 20.

This state lies below the triplet, but it is not a singlet. Expanding it gives

\[
|{\rm UHF}\rangle=\tfrac1{\sqrt2}\left(|C\rangle+s|I_+\rangle+\cos2\theta\,|T_0\rangle\right),
\]

where \(|T_0\rangle\) is the \(M=0\) triplet. Its triplet weight is \((1-s^2)/2\), and since \(S^2=2\) in a triplet, \(\langle S^2\rangle=1-s^2=0.986\). Removing the triplet part and normalizing gives

\[
E_{\rm proj}=\frac{Us^2-4ts}{1+s^2}=-\frac{4t^2U}{U^2+4t^2}=-7.1\ \text{meV}.
\]

The triplet admixture, at zero energy, is what nearly halves the UHF stabilization.

## What the error does to predictions

If the ionic levels are thermally empty and there is no magnetic field, the triplet population is \(3/(3+e^{J/k_BT})\). At 20 K, \(k_BT=1.72\) meV and the population is 0.047. At 77 K it is 0.51, and at 300 K it is 0.70, close to the statistical limit of 3/4. The false RHF order gives nearly 1 at all three temperatures. The contrast is therefore strongest at low temperature.

The energy of a migrating defect is affected too. As two bonds separate, \(t\to0\) and the true singlet energy tends to zero. At fixed \(U\), the RHF energy tends to \(U/2=0.25\) eV. A separation path computed with RHF would contain a spurious energy of about this size. With an intersite repulsion \(V\) it is approached as \((U-V)/2\), and letting the orbitals change shape lowers it somewhat: a hydrogen-like pair scaled to the same \(U\) gives 0.22 eV at 10 nm, where \((U-V)/2=0.24\) eV.

## How far the model can be trusted

The parameters are rough. An effective \(U\) of a few tenths of an eV is reasonable for silicon dangling bonds, but \(t\) depends strongly on their distance and orientation. Neighbouring bonds inside a vacancy can couple much more strongly and rebond, and the present \(t\) does not describe them.

An intersite repulsion \(V\) raises the triplet and \(|C\rangle\) by \(V\), but not the ionic states. Measured from the triplet, every formula above then holds with \(U\) replaced by \(W=U-V\), and the RHF crossing moves to \(U-V=4t\). For a separation of 0.8 nm and a relative permittivity set to 11.7, close to the bulk value of about 12, \(V=e^2/(4\pi\varepsilon_0\varepsilon_rd)=0.154\) eV. Bulk screening is itself a rough assumption at this distance.

Disorder can make the site energies differ, here by \(\Delta=0.10\) eV. Lattice relaxation around charged sites can lower the effective \(U\). A reduction of 0.20 eV is taken, as if the atoms followed the charge completely. This is the limit of vibrations much faster than the virtual hop, \(\hbar\omega\gg W\). Silicon is not in that limit, since its phonons reach only about 64 meV, so the rows with reduced \(U\) show the extreme case. With \(t\) fixed, the results are:

| Added effect | \(J\) (meV) | \(E_{\rm RHF}-E_T\) (meV) |
|---|---:|---:|
| none | 7 | 190 |
| \(V\) | 10 | 113 |
| \(\Delta\) | 7 | 181 |
| reduced \(U\) | 12 | 90 |
| \(V\) and reduced \(U\) | 21 | 13 |
| all three | 30 | −11 |

The singlet remains lowest in every row, but in the last one RHF also gets the order right. The reason is that RHF can lower its energy by shifting charge to the deeper site. If the site populations per spin are \((1\pm z)/2\), the closed-shell energy relative to the triplet is

\[
-2t\sqrt{1-z^2}-\Delta z+\tfrac12W(1+z^2).
\]

To second order in \(z\), the terms that depend on \(z\) are \((t+W/2)z^2-\Delta z\). Their minimum is \(-\Delta^2/(4t+2W)\). This lowering is about 9 meV for \(W=0.50\) eV, but about 24 meV for \(W=0.146\) eV, enough to outweigh the remaining 13 meV. This sign change depends on the fast-vibration limit. If the charge difference is instead coupled to a single vibration of 64 meV with the same relaxation energy, the exact \(J\) of the last three rows is 7.5, 11 and 13 meV, close to the values without relaxation. If the atoms relax only to the mean charge, as in a geometry optimization, \(W\) stays at \(U-V\) and a term \(-(0.20\ \text{eV})\,z^2\) is added to the closed-shell energy. \(E_{\rm RHF}-E_T\) in the last three rows is then 190, 113 and 35 meV, and in the last row it turns negative only for \(\Delta\) above about 0.14 eV. The RHF inversion is thus a firm result of the symmetric model with \(U>4t\), and it is lost when the site energies differ enough.

Direct exchange \(K\), if large enough, makes the triplet the exact ground state of the model. It lowers the triplet by \(K\) and raises \(|C\rangle\) by \(K\). It also transfers electron pairs between the sites, which raises \(|I_+\rangle\) by \(K\). For equal site energies the whole \((|C\rangle,|I_+\rangle)\) block moves up, and \(J\) falls by \(2K\). With a site-energy difference this holds only approximately, because \(|I_-\rangle\), which moves down by \(K\), then mixes in. With \(V\) included and \(t\) held fixed, the order reverses at \(K=5\) meV. \(K\) and \(t\) are not independent, however, since both come from the overlap of the orbitals. For two electrons alone in a local, spin-independent potential the ground state is always a singlet, so a real triplet ground state would need effects beyond this picture, such as those of the other valence electrons. Orthogonalized Gaussian orbitals whose screened self-repulsion equals \(U\) give only \(K=0.06\) meV. This value is for 0.8 nm and is sensitive to orbital shape and distance. Exponential (1s) orbitals with the same \(U\) give 0.5 meV, and at 0.6 nm the Gaussian and exponential values rise to 1.3 and 2.0 meV. It is an order-of-magnitude estimate and not an upper bound. All four values are divided by the bulk permittivity; unscreened, the exponential value at 0.8 nm would be 6 meV. The same orbitals also give a correlated-hopping integral \((11|12)\) of 0.5 to 5 meV in magnitude, which shifts the effective \(t\).

Finally, the model leaves out the silicon bands. Its charge gap, the energy to take an electron from one such pair and add it to a distant one, is \(R-2t=0.45\) eV. This is smaller than the silicon band gap of roughly 1.1 eV, so both charge levels can lie in the gap. The model does not determine where they lie relative to the band edges.

## Computed results

```
RHF singlet-triplet crossing, U/t = 4.00000
Crossing with V = 1.5 t, U/t = 5.50000
Energies in units of t (triplet = 0):
  U/t   exact singlet     RHF       UHF
     1     -1.5616     -1.5000   -1.5000
     2     -1.2361     -1.0000   -1.0000
     4     -0.8284      0.0000   -0.5000
     6     -0.6056      1.0000   -0.3333
    10     -0.3852      3.0000   -0.2000
    20     -0.1980      8.0000   -0.1000
Inputs: t = 0.030 eV, U = 0.500 eV, U/t = 16.67
4t = 0.120 eV; sqrt(U^2+16t^2) = 0.51420 eV
Exact singlet energy = -7.099 meV
Exact E_T-E_S = 7.099 meV
RHF singlet energy = E_RHF-E_T = 190.000 meV
RHF error in singlet energy = 197.099 meV
UHF energy = -3.600 meV; <S^2> = 0.9856
Singlet-projected UHF energy = -7.098 meV
Ionic weight: exact 0.01381, RHF 0.50000
Antibonding-pair weight, exact = 0.38331
T (K), kT (meV), triplet fraction: exact, RHF order
     20    1.723   0.04651   1.00000
     77    6.635   0.50718   1.00000
    300   25.852   0.69509   0.99979
Separation = 0.80 nm, permittivity = 11.7
Screened V = 0.1538 eV; U-V = 0.3462 eV
Site-energy difference = 0.10 eV
Relaxation reduction of U = 0.20 eV
Neglected effects: exact E_T-E_S, E_RHF-E_T (meV)
  no extra term                      7.099   190.000
  with V                            10.105   113.079
  with site-energy difference        7.382   181.079
  with U reduced by relaxation      11.555    90.000
  with V and reduced U              21.475    13.079
  with all three                    30.115   -10.739
Break-even exchange K, with V = 5.052 meV
Gaussian orbitals: alpha = 0.03630 bohr^-2, S = 0.01579
  orthogonalized U = 0.50006 eV, V = 0.15381 eV
  K = 0.0592 meV, X = -0.5074 meV
  exact E_T-E_S = 10.319 meV
  E_RHF-E_T = 112.229 meV
Dimer charge gap = 0.4542 eV
Rough silicon band gap = 1.1 eV
```
